# Solomon echoes of spin 5/2 from ratios of quadrupole frequencies: test program

```python
"""Solomon echoes of spin 5/2 after two 90-degree pulses separated by tau.

Result under test: with H_Q/hbar = pi*nu_Q*(Iz^2 - I(I+1)/3) and a static
spread of nu_Q, echoes occur at t = (f/q)*tau after the second pulse.
f*nu_Q: frequency of the coherence present during tau, f = (j^2-k^2)/2.
q*nu_Q: frequency of the detected satellite, q = +-1, +-2.
Single-quantum coherence gives t/tau = 1/2, 1, 2 (allowed).
Double- and triple-quantum coherence add 3/2 and 3 (forbidden); they
require the quadrupole coupling to act during the first pulse.
Units: microseconds and MHz. Signals are divided by Tr(Ix^2).
The first pulse is about y, the second about x.
"""
from fractions import Fraction
import numpy as np
from scipy.ndimage import gaussian_filter1d

SPIN = 2.5
m = SPIN - np.arange(6)
Iz = np.diag(m).astype(complex)
Iplus = np.diag(np.sqrt(SPIN*(SPIN+1) - m[1:]*(m[1:]+1)), 1).astype(complex)
Ix = (Iplus + Iplus.conj().T)/2
Iy = (Iplus - Iplus.conj().T)/2j
norm = np.trace(Ix @ Ix).real
order = np.rint(np.abs(m[:, None] - m[None, :])).astype(int)

sigma = 0.040
step = 0.0005
nu_grid = np.arange(-480, 481)*step
weight = np.exp(-nu_grid**2/(2*sigma**2))
weight /= weight.sum()


def pulse(axis_operator, duration, nu):
    """90-degree propagators for all nu; duration 0 means an ideal pulse."""
    nu = np.asarray(nu, dtype=float)
    if duration == 0:
        hamiltonian = np.broadcast_to(np.pi/2*axis_operator, (len(nu), 6, 6))
    else:
        quad = Iz @ Iz - SPIN*(SPIN+1)/3*np.eye(6)
        hamiltonian = (np.pi/2*axis_operator[None]
                       + duration*np.pi*nu[:, None, None]*quad)
    energy, vec = np.linalg.eigh(hamiltonian)
    return (vec*np.exp(-1j*energy)[:, None, :]) @ vec.conj().transpose(0, 2, 1)


def after_first_pulse(duration, nu):
    u = pulse(Iy, duration, nu)
    return u @ Iz @ u.conj().transpose(0, 2, 1)


def signal(times, tau, length1, length2=0, keep=None):
    """Average of Tr(I+ rho)/Tr(Ix^2); keep = coherence orders retained."""
    rho = after_first_pulse(length1, nu_grid)
    if keep is not None:
        rho = rho*np.isin(order, keep)
    level = np.pi*nu_grid[:, None]*m**2
    rho = rho*np.exp(-1j*(level[:, :, None] - level[:, None, :])*tau)
    u = pulse(Ix, length2, nu_grid)
    rho = u @ rho @ u.conj().transpose(0, 2, 1)
    base = np.exp(2j*np.pi*np.outer(times, nu_grid))
    total = np.zeros(len(times), complex)
    for i in range(5):
        q = 2 - i
        amplitude = weight*Iplus[i, i+1]*rho[:, i+1, i]/norm
        if q == 0:
            total += amplitude.sum()
        else:
            factor = base if abs(q) == 1 else base*base
            total += (factor if q > 0 else factor.conj()) @ amplitude
    return total


def find_echoes(tau, length1, length2=0, keep=None):
    """Scan the whole trace; return centres and heights of all echoes."""
    dt = 0.5
    times = np.arange(0, 3.4*tau + dt/2, dt)
    trace = signal(times, tau, length1, length2, keep)
    trace = trace - trace[int(round(2.5*tau/dt))]
    power = gaussian_filter1d(np.abs(trace)**2, 3.0/dt, truncate=8)
    above = np.concatenate(([0], (power > 1e-8).astype(int), [0]))
    starts = np.flatnonzero(np.diff(above) == 1)
    ends = np.flatnonzero(np.diff(above) == -1)
    centres, heights = [], []
    for a, b in zip(starts, ends):
        if times[a] < 10:
            continue  # free decay that starts at the second pulse
        centres.append(np.sum(times[a:b]*power[a:b])/np.sum(power[a:b]))
        heights.append(np.abs(trace[a:b]).max())
    return np.array(centres), np.array(heights)


tau_a, tau_b, t_pulse = 100.0, 140.0, 2.0


def measured(length1, length2=0, keep=None):
    """Echo centres, heights and slopes d(centre)/d(tau)."""
    ca, ha = find_echoes(tau_a, length1, length2, keep)
    cb, _ = find_echoes(tau_b, length1, length2, keep)
    assert len(ca) == len(cb), (ca, cb)
    return ca, ha, (cb - ca)/(tau_b - tau_a)


# Frequencies of all coherences and the echo ratios they imply
frequencies = {p: set() for p in range(1, 6)}
for j in range(6):
    for k in range(j+1, 6):
        f = Fraction(int(round(4*(m[j]**2 - m[k]**2))), 8)
        frequencies[int(order[j, k])].add(abs(f))


def ratios(orders):
    return sorted({f/q for p in orders for f in frequencies[p] if f != 0
                   for q in frequencies[1] if q != 0})


allowed = ratios([1])
every = ratios([1, 2, 3, 4, 5])
forbidden = [r for r in every if r not in allowed]


def agrees(slopes, expected):
    return (len(slopes) == len(expected)
            and np.allclose(slopes, [float(r) for r in expected], atol=0.005))


# Full density-matrix simulations against the predicted ratios
ideal_c, ideal_h, ideal_s = measured(0)
finite_c, finite_h, finite_s = measured(t_pulse)
assert agrees(ideal_s, allowed), ideal_s
assert np.allclose(ideal_c, [float(r)*tau_a for r in allowed], atol=0.05)
assert agrees(finite_s, every), finite_s

# Cause: multiple-quantum coherence made by the first pulse
second_s = measured(0, t_pulse)[2]
single_s = measured(t_pulse, keep=[1])[2]
double_s = measured(t_pulse, keep=[2])[2]
triple_s = measured(t_pulse, keep=[3])[2]
assert agrees(second_s, allowed), second_s
assert agrees(single_s, allowed), single_s
assert agrees(triple_s, forbidden), triple_s
for r in forbidden:
    assert np.min(np.abs(double_s - float(r))) < 0.005, double_s

# Amplitudes for ideal pulses
points = np.array([0.5, 1.0, 2.0, 2.5])*tau_a
values = signal(points, tau_a, 0)
constant = values[3]
amplitudes = values[:3] - constant
assert np.allclose(amplitudes, [3/14, 41/280, 3/14], atol=1e-6), amplitudes
assert abs(constant - 9/140) < 1e-6, constant

# Multiple-quantum content after a weakly non-ideal first pulse
small = 1e-3
rho_small = after_first_pulse(1.0, [small, small/2])
dq_exact = rho_small[0]*(order == 2)
dq_formula = small*(Ix @ Iy + Iy @ Ix)
dq_error = np.linalg.norm(dq_exact - dq_formula)/np.linalg.norm(dq_formula)
assert dq_error < 0.02, dq_error
tq_norm = [np.linalg.norm(r*(order == 3)) for r in rho_small]
tq_scaling = tq_norm[0]/tq_norm[1]
assert abs(tq_scaling - 4) < 0.1, tq_scaling

# Leading-order forbidden echo: zero at centre, lobes at x = +-1
short = 0.02
lobe_results = []
for ratio, q, coefficient in [(1.5, 2, 5/14), (3.0, 1, 2/7)]:
    offset = 1/(2*np.pi*q*sigma)
    place = np.array([ratio*tau_a - offset, ratio*tau_a,
                      ratio*tau_a + offset, 2.5*tau_a])
    v = signal(place, tau_a, short)
    v = v[:3] - v[3]
    predicted = coefficient*sigma*short*np.exp(-0.5)
    assert abs(v[2].imag/predicted - 1) < 0.02, (v, predicted)
    assert abs(v[0].imag/predicted + 1) < 0.02, (v, predicted)
    assert abs(v[1]) < 0.05*predicted, (v, predicted)
    lobe_results.append((ratio, offset, v[2].imag, predicted))

print(f"tau = {tau_a:.0f} us; second tau for slopes = {tau_b:.0f} us")
print(f"sigma of nu_Q = {1000*sigma:.0f} kHz; mean nu_Q = 0 kHz")
print(f"finite 90-degree pulse = {t_pulse:.1f} us")
print(f"its nutation frequency = {1000/(4*t_pulse):.0f} kHz")
print(f"sigma*t_p = {sigma*t_pulse:.3f} (dimensionless)")
for p in frequencies:
    print(f"order {p}: |f| =", ", ".join(map(str, sorted(frequencies[p]))))
print("allowed t/tau:", ", ".join(map(str, allowed)))
print("forbidden t/tau:", ", ".join(map(str, forbidden)))
print("Ideal pulses: centre (us), slope, height / Tr(Ix^2)")
for c, s, h in zip(ideal_c, ideal_s, ideal_h):
    print(f"  {c:8.2f}  {s:7.4f}  {h:8.5f}")
print(f"constant central-transition signal = {constant.real:.5f}")
print("Finite first pulse: centre (us), slope, height / Tr(Ix^2)")
for c, s, h in zip(finite_c, finite_s, finite_h):
    print(f"  {c:8.2f}  {s:7.4f}  {h:8.5f}")
for name, slopes in [("finite second pulse only", second_s),
                     ("only order 1 kept", single_s),
                     ("only order 2 kept", double_s),
                     ("only order 3 kept", triple_s)]:
    print(f"slopes, {name}:", " ".join(f"{s:.3f}" for s in slopes))
print(f"DQ formula: relative error {dq_error:.1e} at nu_Q*t_p = {small}")
print(f"TQ norm ratio on halving nu_Q*t_p = {tq_scaling:.3f}")
print(f"Lobes of forbidden echoes, first pulse {short} us:")
for ratio, offset, found, predicted in lobe_results:
    print(f"  t/tau {ratio}: offset {offset:.2f} us,"
          f" found {found:.3e}, formula {predicted:.3e}")
print("success")
```

Running it gives:

```
tau = 100 us; second tau for slopes = 140 us
sigma of nu_Q = 40 kHz; mean nu_Q = 0 kHz
finite 90-degree pulse = 2.0 us
its nutation frequency = 125 kHz
sigma*t_p = 0.080 (dimensionless)
order 1: |f| = 0, 1, 2
order 2: |f| = 1, 3
order 3: |f| = 0, 3
order 4: |f| = 2
order 5: |f| = 0
allowed t/tau: 1/2, 1, 2
forbidden t/tau: 3/2, 3
Ideal pulses: centre (us), slope, height / Tr(Ix^2)
     50.00   0.5000   0.21429
    100.00   1.0000   0.14643
    200.00   2.0000   0.21429
constant central-transition signal = 0.06429
Finite first pulse: centre (us), slope, height / Tr(Ix^2)
     50.49   0.5000   0.20702
    100.98   1.0000   0.14734
    150.96   1.5000   0.01579
    201.92   2.0000   0.22115
    301.91   3.0000   0.01263
slopes, finite second pulse only: 0.500 1.000 2.000
slopes, only order 1 kept: 0.500 1.000 2.000
slopes, only order 2 kept: 0.500 1.000 1.500 3.000
slopes, only order 3 kept: 1.500 3.000
DQ formula: relative error 3.9e-03 at nu_Q*t_p = 0.001
TQ norm ratio on halving nu_Q*t_p = 4.000
Lobes of forbidden echoes, first pulse 0.02 us:
  t/tau 1.5: offset 1.99 us, found 1.733e-04, formula 1.733e-04
  t/tau 3.0: offset 3.98 us, found 1.386e-04, formula 1.386e-04
success
```
